# The smallest supercell for a large polaron: Mott estimate and threshold

**Question.** An excess electron in a polar crystal has band mass $m$, and the lattice screens it with an effective constant $\kappa$. A first-principles calculation places one such electron in a periodic cubic supercell of side $L$. How small may $L$ be before the polaron spreads over the whole cell? How far can the Mott criterion $n^{1/3}r_p\approx0.26$ be trusted to tell us, and how does the answer scale with $m$ and $\kappa$?

**Answer.** We need the radius $r_p$ first, then the criterion, and then a check of the criterion against the energy that a supercell calculation minimises.

### The radius of the polaron

I use Hartree atomic units, with $m$ in electron masses. The band is parabolic and isotropic, the crystal is a dielectric continuum, and the ions are static.

A charge density $\rho=|\psi|^2$ in a medium of dielectric constant $\varepsilon$ has electrostatic energy $\frac{1}{2\varepsilon}\iint\rho\rho'/|\mathbf r-\mathbf r'|$. With the ions clamped, $\varepsilon=\varepsilon_\infty$; with the ions relaxed, $\varepsilon=\varepsilon_0$. The clamped-ion term is the interaction of one electron with itself and is removed. What remains is the gain from ionic relaxation, the difference of the two energies:

$$E[\psi]=\frac{1}{2m}\int|\nabla\psi|^2-\frac{1}{2\kappa}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

This is the Landau–Pekar functional. Its zero is an electron at the band edge in the undistorted crystal.

Take the trial orbital $\psi=e^{-r/a}/\sqrt{\pi a^3}$. Since $|\nabla\psi|^2=\psi^2/a^2$, the kinetic energy is $1/(2ma^2)$. The potential of this density is $V(r)=\frac1r-e^{-2r/a}\left(\frac1r+\frac1a\right)$, so

$$\int\rho V=\frac4{a^3}\int_0^\infty r^2e^{-2r/a}V\,dr=\frac4{a^3}\left(\frac{a^2}{4}-\frac{a^2}{16}-\frac{a^2}{32}\right)=\frac{5}{8a}.$$

Half of this, divided by $\kappa$, is the relaxation gain:

$$E(a)=\frac1{2ma^2}-\frac{5}{16\kappa a}.$$

Setting $dE/da=-\frac{1}{ma^3}+\frac{5}{16\kappa a^2}=0$ gives

$$r_p=\frac{16}{5}\,\frac{\kappa}{m}.$$

At this radius the gain equals $1/(mr_p^2)$, so $E=-1/(2mr_p^2)=-\frac{25}{512}\,m/\kappa^2$. The coefficient is $-0.0488$. Solving the functional self-consistently gives $-0.0543$, so the trial energy misses 10% of the self-consistent binding. The trial orbital is also somewhat too wide: its $\langle r^2\rangle=3r_p^2$ is $30.7$ in units of $(\kappa/m)^2$, against $21.5$ for the self-consistent state.

### What the Mott criterion gives

One polaron per cell means $n=1/L^3$, so $n^{1/3}r_p=r_p/L$. Setting this equal to 0.26,

$$L_{\rm Mott}=\frac{r_p}{0.26}=12.3\,\frac{\kappa}{m}\ \text{bohr}.$$

To see what such a cell looks like, compute the charge of the trial orbital outside the sphere inscribed in the cube. With $t=2r/r_p$ and $x=L/(2r_p)$,

$$\frac12\int_{2x}^\infty t^2e^{-t}\,dt=e^{-2x}(1+2x+2x^2).$$

At $L_{\rm Mott}$ this is 26% of the electron, so neighbouring polarons overlap strongly.

The value 0.26 is empirical. It describes carriers bound to donors in doped semiconductors, where the other mobile carriers screen the binding. A supercell with one electron has no other carriers, so the criterion is borrowed here as a measure of overlap. Whether the polaron survives must be decided by the energy of the periodic system.

### The energy in a periodic cell

In a periodic cell the Coulomb kernel has Fourier components $4\pi/G^2$ for $\mathbf G\neq0$, and the $\mathbf G=0$ term is omitted. A uniform density then produces no field, and the ions have nothing to respond to. I take the wavefunction at the $\Gamma$ point and apply no image-charge correction during the minimisation.

Measure lengths in $\kappa/m$ bohr and energies in $m/\kappa^2$ hartree. The kinetic term carries $\frac1m(m/\kappa)^2$ and the Coulomb term $\frac1\kappa(m/\kappa)$. Both equal $m/\kappa^2$, so $m$ and $\kappa$ drop out. Next write $\mathbf r=L\mathbf x$ and $\psi=L^{-3/2}u(\mathbf x)$, with $u$ normalised in a unit cube. The kinetic term scales as $1/L^2$ and the Coulomb term as $1/L$:

$$L^2E=T-LW,\qquad T=\frac12\int|\nabla u|^2,\qquad W=\frac12\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}|\rho_{\mathbf G}|^2.$$

Here $\rho_{\mathbf G}$ are the Fourier components of $u^2$. The uniform state has $T=W=0$ and hence $E=0$. Since $L$ is the one parameter left, every threshold of this model is a pure number times $\kappa/m$. There are three of them.

**The localised state is lowest.** A state with $W>0$ lies below the uniform one if and only if $L>T/W$. The threshold is therefore the minimum of $T/W$ over all shapes. Numerical minimisation gives

$$L_{\rm cross}=24.5\,\frac{\kappa}{m}\ \text{bohr}.$$

Searches from random starts found nothing lower. A start localised in two directions (a column) ended at 30.4; this state is a saddle point, unstable against modulation along its axis. A start localised in one (a slab) ended at 31.0, which is the value $\pi^3$ derived below for a weak wave on the uniform state and does not mark a localised slab.

**The localised state survives.** Below $L_{\rm cross}$ it may persist as a metastable solution. Stationary states obey $\delta T-L\,\delta W=0$. Minimising $T-s\ln W$ at fixed $s>0$ gives $\delta T-(s/W)\,\delta W=0$, which is the same condition with $L=s/W$. The logarithm keeps the search away from the uniform state, where $-s\ln W\to+\infty$. Varying $s$ traces the localised branch, and the smallest $L$ on it is

$$L_{\rm fold}=23.3\,\frac{\kappa}{m}\ \text{bohr}.$$

Direct energy descent confirms this. In a cell 5% larger than the fold, a slightly distorted localised state stays localised; in a cell 5% smaller it spreads out completely. A compact start in the Mott cell also spreads out completely.

**The uniform state becomes unstable.** Add a weak wave, $u\propto1+\eta\cos(\mathbf G\cdot\mathbf x)$. To second order in $\eta$, $T=G^2\eta^2/4$. The density components at $\pm\mathbf G$ are $\eta$, so $W=\frac12\cdot\frac{4\pi}{G^2}\cdot2\eta^2=4\pi\eta^2/G^2$. Hence

$$\frac TW=\frac{G^4}{16\pi}\ \ge\ \frac{(2\pi)^4}{16\pi}=\pi^3\approx31.0 .$$

For a sum of weak waves $T$ and $W$ both add at this order, so the ratio is a weighted mean and cannot fall below $\pi^3$. The uniform state therefore resists every weak disturbance until $L$ exceeds $31.0\,\kappa/m$ bohr.

This has a practical consequence. Between $L_{\rm cross}$ and $\pi^3$ the polaron is the ground state, yet a calculation started from a nearly uniform electron can stay delocalised. It needs a localised starting guess or an initial lattice distortion.

### Why the Mott estimate is too small

The energy threshold is twice the Mott side, which means about eight times the volume. Overlap does not explain it: at $L_{\rm cross}$ only 1.8% of the trial charge lies outside the inscribed sphere. The cause is the long range of the Coulomb interaction.

Near the origin, the kernel of a cubic cell of side $L$ is

$$v(r)=\frac1r-\frac{\xi}{L}+\frac{2\pi}{3}\frac{r^2}{L^3}+\dots,\qquad \xi=2.837.$$

The constant $\xi$ follows from an Ewald sum with the average of $v$ set to zero. The quadratic term follows from $\nabla^2v=-4\pi(\delta-1/L^3)$: the omitted $\mathbf G=0$ term acts as a uniform background, and $\nabla^2(cr^2)=6c=4\pi/L^3$. The next terms are anisotropic and average to zero for a spherical density.

Insert the isolated polaron, unchanged in shape. For two independent points of a spherical density, $\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle$. The energy contains $-\frac12\langle v\rangle$, so

$$E(L)\approx E_\infty+\frac{\xi}{2L}-\frac{2\pi}{3}\frac{\langle r^2\rangle}{L^3}.$$

The second term is positive: the images and the background remove binding energy, and they do so as slowly as $1/L$. With $E_\infty=-0.0543$ and $\langle r^2\rangle=21.5$, $E(L)$ vanishes at $L=24.8$, within 2% of the full result. Keeping the isolated density and kinetic energy fixed and summing the periodic Coulomb energy exactly still gives 24.8, so the small difference comes from the change of the wavefunction in the cell.

The same law shows that a cell just large enough to hold the polaron is far too small to give its energy. At $L_{\rm cross}$ the computed binding is zero by definition. At $L=40$ it is $0.0195$, still only 36% of the isolated value. Binding energies need an extrapolation in $1/L$ or an image correction.

### An example in numbers

Take round model parameters: $m=1.5$, $\varepsilon_\infty=4$, $\varepsilon_0=12$, and a simple cubic lattice with constant 4.0 Å. Then $1/\kappa=\frac14-\frac1{12}=\frac16$, so $\kappa=6$ and the length unit is $\kappa/m=4$ bohr $=2.117$ Å. The radius is $r_p=3.2\times2.117=6.8$ Å, and the self-consistent energy of the isolated polaron is $-62$ meV.

- Mott estimate: $12.31\times2.117=26.1$ Å, or 7 lattice cells per edge.
- Survival of a localised state: $23.25\times2.117=49.2$ Å, or 13 cells per edge.
- Localised ground state: $24.46\times2.117=51.8$ Å, formally also 13 cells per edge.
- Localisation from a nearly uniform start: $31.01\times2.117=65.6$ Å, or 17 cells per edge.

Thirteen cells measure 52.0 Å, which clears the ground-state threshold of 51.8 Å by less than 1%. The model is not that accurate, so 14 cells per edge is the sensible minimum. The Mott cell holds $7^3=343$ lattice cells, whereas $14^3=2744$ are needed.

### How large, and how it scales

The Mott criterion gives $L\approx12\,\kappa/m$ bohr, or $6.5\,\kappa/m$ Å. It has the right scaling but half the required length. For a localised ground state in a cubic cell, 0.26 should be replaced by

$$\frac{r_p}{L}\lesssim0.13,\qquad\text{that is}\qquad L\gtrsim24.5\,\frac{\kappa}{m}\ \text{bohr}\approx13\,\frac{\kappa}{m}\ \text{Å}.$$

The number of atoms grows as $(\kappa/m)^3$: halving the mass or doubling $\kappa$ multiplies it by eight, while the binding energy $\propto m/\kappa^2$ falls by two or four.

The estimate rests on the continuum picture, which requires $r_p$ to be well above the lattice constant. In the example the ratio is 1.7, so the thresholds there are a guide to the size of cell to try first. If $r_p$ comes out near or below the lattice constant, the polaron is small, and atomic structure decides its fate. Static ions are a second condition: the functional describes the real polaron only when the binding energy is many times the optical phonon energy $\hbar\omega$. In the Fröhlich model, where the functional gives a binding of $3\hbar\omega$, Feynman's variational bound shows that the true binding is at least $5.7\hbar\omega$, and where it gives $10\hbar\omega$ the true binding is at least $12.6\hbar\omega$. The example lies outside this regime for typical optical phonon energies: with $\hbar\omega=60$ meV its 62 meV is only about one $\hbar\omega$, and the same bound puts the true binding at 190 meV or more, so its numbers describe the static-lattice calculation and not the real polaron. Outside that regime the functional still models a static-lattice supercell calculation, provided the continuum picture holds and the calculation removes the electron's self-interaction, as the functional assumes; if a fraction $f$ of that repulsive term is kept, $1/\kappa$ is replaced by $(1-f)/\varepsilon_\infty-1/\varepsilon_0$ and all thresholds grow in proportion to the new $\kappa$; once this coefficient is no longer positive, as when the whole term is kept and a net repulsion $1/\varepsilon_0$ remains, the uniform state is lowest in a cell of any size. Anisotropic masses and non-cubic cells change the prefactors. The numerical check below covers the cubic, isotropic case.

## Numbers as computed

```
SCALED RESULTS (length kappa/m bohr, energy m/kappa^2 hartree)
trial radius r_p                      3.2000
trial energy                          -0.04883
self-consistent isolated energy       -0.05426
self-consistent mean r^2              21.48
Mott cell side                        12.31
fold cell side (localised survives)   23.25
crossing cell side (localised lowest) 24.46
uniform state unstable above          31.01
smallest T/W, column shape            30.44
smallest T/W, slab shape              31.01
cubic Madelung constant xi            2.83730
crossing from large-cell law          24.80
energy at L = 40, plane waves        -0.01950
energy at L = 40, large-cell law     -0.01949
DIMENSIONLESS
Mott constant used                    0.26
r_p/L at the fold                     0.138
r_p/L at the crossing                 0.131
r_p/L at the uniform instability      0.103
crossing side / Mott side             1.99
fold side / Mott side                 1.89
charge outside sphere, Mott cell      0.262
charge outside sphere, crossing cell  0.018
W at fold                             0.5845
W after descent, 1.05 fold            0.9993
W after descent, 0.95 fold            3.6e-34
W after descent, Mott cell            3.1e-34
EXAMPLE
mass 1.5 m_e, eps_inf 4, eps_0 12, kappa 6.00, lattice constant 4.0 angstrom
length unit kappa/m bohr              2.1167 angstrom
r_p                                   6.77 angstrom
trial energy                          -55.4 meV
self-consistent energy                -61.5 meV
Mott: L = 26.1 angstrom, 7 cells per edge, 343 cells in all
fold: L = 49.2 angstrom, 13 cells per edge, 2197 cells in all
crossing: L = 51.8 angstrom, 13 cells per edge, 2197 cells in all
uniform instability: L = 65.6 angstrom, 17 cells per edge, 4913 cells in all
```
